**Huang–Rhys lineshape: thermal Franck–Condon sums against closed formulas**

The program treats two displaced harmonic oscillators of equal phonon energy ħω, with Huang–Rhys factor S, Bose occupation N and zero-phonon energy E_zpl. It diagonalizes the displaced oscillator and asserts that the thermal Franck–Condon sums agree with the Bessel-function line weights, the generating function and the first three cumulants at 0, 100 and 300 K. It also asserts that emission mirrors absorption, and that the means of the normalized lineshapes lie at E_zpl ± Sħω with variance S(ħω)² coth(ħω/2kT). For ħω = 30 meV and S = 4.5 the means are 270 meV apart, while the broadened peaks at 300 K are 255.3 meV apart. The single-mode line at E_zpl has weight 0.0421 at 300 K, about 230 times exp(−S(2N+1)). Further assertions show that the weight for no change in any occupation approaches this exponential as the coupling is shared by more modes, and that the generating function of a phonon band settles to a constant modulus. The remaining assertions cover the photon-energy corrections, the peak shift due to skewness and the approach to a Gaussian at larger S.

## Verification by program

```python
# Huang-Rhys lineshape of a defect with two displaced, equal-frequency parabolas.
# Result under test: absorption lines at E_zpl + p*hw have the weights
#   W_p = exp(-S(2N+1)) ((N+1)/N)^(p/2) I_p(2 S sqrt(N(N+1))),
# with mean E_zpl + S*hw and variance S*hw^2*coth(hw/2kT); emission is the
# mirror image. exp(-S(2N+1)) alone is the zero-phonon weight at T = 0 or
# when the coupling S is spread over many weakly coupled modes.
# S: Huang-Rhys factor, N: Bose occupation, hw: phonon energy,
# E_zpl: zero-phonon energy, p: net number of phonons created.
# Internally energies are in units of hw and measured from E_zpl.
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import ive

HW = 30.0          # meV
S = 4.5
E_ZPL = 1200.0     # meV
TEMPERATURES = (0.0, 100.0, 300.0)
DIM = 160
K_MEV = const.k / const.e * 1000.0
levels = np.arange(DIM)


def occupation(temp, energy=HW):
    return 0.0 if temp == 0 else 1.0 / np.expm1(energy / (K_MEV * temp))


def populations(temp):
    if temp == 0:
        return (levels == 0).astype(float)
    boltz = np.exp(-levels * HW / (K_MEV * temp))
    return boltz / boltz.sum()


def franck_condon(s):
    """Diagonalize p^2/2 + (x-d)^2/2, d = sqrt(2s), in the undisplaced basis."""
    d = math.sqrt(2.0 * s)
    off = np.sqrt(np.arange(1, DIM) / 2.0)
    x = np.diag(off, 1) + np.diag(off, -1)
    h_excited = np.diag(levels + 0.5) - d * x + 0.5 * d**2 * np.eye(DIM)
    e_excited, vectors = np.linalg.eigh(h_excited)
    gaps = e_excited[None, :] - (levels + 0.5)[:, None]
    return gaps, vectors**2      # [ground level, excited level]


def bessel_weights(s, n_occ, p):
    if n_occ == 0:
        return np.array([math.exp(-s) * s**int(k) / math.factorial(int(k))
                         if k >= 0 else 0.0 for k in p])
    y = 2.0 * s * math.sqrt(n_occ * (n_occ + 1.0))
    ratio = (n_occ + 1.0) / n_occ
    return (math.exp(y - s * (2 * n_occ + 1)) * ratio**(p / 2.0)
            * ive(np.abs(p), y))


def cumulants(prob, energy):
    mean = np.sum(prob * energy)
    return (mean, np.sum(prob * (energy - mean)**2),
            np.sum(prob * (energy - mean)**3))


gaps, fc = franck_condon(S)
omega = HW * 1e-3 * const.e / const.hbar
delta_q = math.sqrt(2 * S * const.hbar / omega)
delta_q /= math.sqrt(const.atomic_mass) * const.angstrom
print(f"Inputs: hw = {HW:.1f} meV, S = {S:.1f}, E_zpl = {E_ZPL:.1f} meV")
print(f"Mass-weighted displacement = {delta_q:.4f} sqrt(amu)*angstrom")
print(f"Relaxation energy S*hw = {S*HW:.1f} meV")

p_lines = np.arange(-25, 46)
for temp in TEMPERATURES:
    n_occ = occupation(temp)
    pop = populations(temp)
    absorb = pop[:, None] * fc
    emit = pop[None, :] * fc
    w_abs = np.array([np.diagonal(absorb, p).sum() for p in p_lines])
    w_em = np.array([np.diagonal(emit, -p).sum() for p in p_lines])
    assert np.max(np.abs(w_abs - bessel_weights(S, n_occ, p_lines))) < 1e-10
    assert np.max(np.abs(w_abs - w_em)) < 1e-10

    # thermal normal-ordered moments from the explicit level sum
    for k in range(1, 5):
        falling = np.array([math.perm(int(n), k) for n in levels], float)
        assert abs(np.sum(pop * falling)
                   - math.factorial(k) * n_occ**k) < 1e-9

    # generating function from the spectral sum against the closed form
    for phase in (0.3, 1.1, 2.5, 4.0):
        g_sum = np.sum(absorb * np.exp(-1j * phase * gaps))
        g_formula = np.exp(-S * (2 * n_occ + 1)
                           + S * (n_occ + 1) * np.exp(-1j * phase)
                           + S * n_occ * np.exp(1j * phase))
        assert abs(g_sum - g_formula) < 1e-10

    mean_a, var_a, third_a = cumulants(absorb, gaps)
    mean_e, var_e, third_e = cumulants(emit, gaps)
    coth = 1.0 if temp == 0 else 1.0 / math.tanh(HW / (2 * K_MEV * temp))
    assert abs(mean_a - S) < 1e-8 and abs(mean_e + S) < 1e-8
    assert abs(var_a - S * coth) < 1e-8 and abs(var_e - S * coth) < 1e-8
    assert abs(third_a - S) < 1e-7 and abs(third_e + S) < 1e-7

    sigma = math.sqrt(var_a) * HW
    print(f"T = {temp:.0f} K: N = {n_occ:.5f}, 2N+1 = {coth:.5f}")
    print(f"  mean absorption = {E_ZPL+mean_a*HW:.2f} meV, "
          f"mean emission = {E_ZPL+mean_e*HW:.2f} meV")
    print(f"  difference of means = {(mean_a-mean_e)*HW:.2f} meV")
    print(f"  variance = {var_a*HW**2:.1f} meV^2, sigma = {sigma:.2f} meV")
    print(f"  Gaussian full width at half maximum = "
          f"{2*math.sqrt(2*math.log(2))*sigma:.2f} meV")
    print(f"  skewness of absorption = {third_a/var_a**1.5:.4f}")
    print(f"  exp(-S(2N+1)) = {math.exp(-S*coth):.4e}")
    print(f"  weight of single-mode line p=0 = "
          f"{w_abs[p_lines == 0][0]:.4e}")
    print(f"  strongest line: p = {p_lines[np.argmax(w_abs)]}, "
          f"weight {w_abs.max():.4f}")

# From here on the temperature is the last one of the list.
print(f"All following results: T = {temp:.0f} K, kT = {K_MEV*temp:.3f} meV")
print("Line weights: " + ", ".join(
    f"p={p}: {w_abs[p_lines == p][0]:.4f}" for p in (-2, 0, 2, 4, 6, 8)))
print(f"Classical variance 2*S*hw*kT = {2*S*HW*K_MEV*temp:.1f} meV^2")

# Photon-energy factors: E for absorption, E^3 for the emission photon rate.
photon = E_ZPL + HW * gaps
mu_a, mu_e = E_ZPL + S * HW, E_ZPL - S * HW
shift_a = np.sum(absorb * photon**2) / np.sum(absorb * photon) - mu_a
shift_e = np.sum(emit * photon**4) / np.sum(emit * photon**3) - mu_e
assert abs(shift_a - S * coth * HW**2 / mu_a) < 1e-6
# the emission estimate keeps only the leading order in sigma/mu
assert abs(shift_e - 3 * S * coth * HW**2 / mu_e) < 1.5
print(f"Shift of mean by factor E, absorption = {shift_a:.2f} meV")
print(f"Shift of mean by factor E^3, emission = {shift_e:.2f} meV "
      f"(estimate {3*S*coth*HW**2/mu_e:.2f} meV)")
print(f"Difference of means with these factors = "
      f"{mu_a+shift_a-mu_e-shift_e:.2f} meV")

# Coupling shared by M equal modes: weight for no change in any occupation.
limit = math.exp(-S * (2 * n_occ + 1))
for modes in (1, 10, 100, 1000, 10000):
    _, fc_small = franck_condon(S / modes)
    unchanged = np.sum(pop * np.diagonal(fc_small))**modes
    if modes >= 100:
        expected = math.exp(S**2 * n_occ * (n_occ + 1) / modes)
        assert abs(unchanged / limit / expected - 1) < 2e-3
    print(f"M = {modes} modes: no-change weight = {unchanged:.4e}, "
          f"ratio to exp(-S(2N+1)) = {unchanged/limit:.4f}")
assert abs(unchanged / limit - 1) < 2e-3

# Semicircular band of modes: the phonon terms dephase at long times.
half_width, nodes = 0.2, 4000
angle = np.arange(1, nodes + 1) * math.pi / (nodes + 1)
freq = 1 + half_width * np.cos(angle)
s_band = S * 2 * np.sin(angle)**2 / (nodes + 1)
n_band = occupation(temp, HW * freq)
band_limit = math.exp(-np.sum(s_band * (2 * n_band + 1)))
print(f"Band half-width = {half_width*HW:.1f} meV, "
      f"sharp-line weight = {band_limit:.4e}")
for periods in (1, 10, 100, 1000):
    phase = 2 * math.pi * periods
    g_band = np.exp(np.sum(s_band * (
        -(2 * n_band + 1) + (n_band + 1) * np.exp(-1j * freq * phase)
        + n_band * np.exp(1j * freq * phase))))
    g_single = abs(np.sum(absorb * np.exp(-1j * phase * gaps)))
    assert abs(g_single - 1) < 1e-7
    print(f"  after {periods} periods ({phase/omega*1e12:.3f} ps): "
          f"|G|/weight = {abs(g_band)/band_limit:.5f}")
assert abs(g_band / band_limit - 1) < 1e-3

# Peak of the smooth envelope (lines broadened by a Gaussian of sigma = hw)
# and approach to a Gaussian as S grows.
p_wide = np.arange(-150, 251)
gauss_errors = []
for s, tolerance in ((S, 0.05), (10 * S, 0.01)):
    # tolerances reflect the neglected higher cumulants, which fall with s
    weights = bessel_weights(s, n_occ, p_wide)
    assert abs(weights.sum() - 1) < 1e-10
    peak = minimize_scalar(
        lambda e: -np.sum(weights * np.exp(-0.5 * (e - p_wide)**2)),
        bounds=(s - 3, s + 3), method="bounded",
        options={"xatol": 1e-8}).x
    variance = s * (2 * n_occ + 1)
    estimate = s - s / (2 * (variance + 1))
    assert abs(peak - estimate) < tolerance
    gauss = (np.exp(-(p_wide - s)**2 / (2 * variance))
             / math.sqrt(2 * math.pi * variance))
    gauss_errors.append(np.max(np.abs(weights - gauss)) / weights.max())
    print(f"S = {s:.1f}: broadened peak separation = {2*peak*HW:.2f} meV "
          f"(estimate {2*estimate*HW:.2f}, 2*S*hw = {2*s*HW:.1f})")
    print(f"  largest error of Gaussian / largest weight = "
          f"{gauss_errors[-1]:.4f}")
assert gauss_errors[1] < 0.5 * gauss_errors[0]

print("OK")
```

Printed output:

```
Inputs: hw = 30.0 meV, S = 4.5, E_zpl = 1200.0 meV
Mass-weighted displacement = 1.1198 sqrt(amu)*angstrom
Relaxation energy S*hw = 135.0 meV
T = 0 K: N = 0.00000, 2N+1 = 1.00000
  mean absorption = 1335.00 meV, mean emission = 1065.00 meV
  difference of means = 270.00 meV
  variance = 4050.0 meV^2, sigma = 63.64 meV
  Gaussian full width at half maximum = 149.86 meV
  skewness of absorption = 0.4714
  exp(-S(2N+1)) = 1.1109e-02
  weight of single-mode line p=0 = 1.1109e-02
  strongest line: p = 4, weight 0.1898
T = 100 K: N = 0.03174, 2N+1 = 1.06348
  mean absorption = 1335.00 meV, mean emission = 1065.00 meV
  difference of means = 270.00 meV
  variance = 4307.1 meV^2, sigma = 65.63 meV
  Gaussian full width at half maximum = 154.54 meV
  skewness of absorption = 0.4298
  exp(-S(2N+1)) = 8.3484e-03
  weight of single-mode line p=0 = 1.4873e-02
  strongest line: p = 4, weight 0.1843
T = 300 K: N = 0.45633, 2N+1 = 1.91267
  mean absorption = 1335.00 meV, mean emission = 1065.00 meV
  difference of means = 270.00 meV
  variance = 7746.3 meV^2, sigma = 88.01 meV
  Gaussian full width at half maximum = 207.26 meV
  skewness of absorption = 0.1782
  exp(-S(2N+1)) = 1.8282e-04
  weight of single-mode line p=0 = 4.2127e-02
  strongest line: p = 4, weight 0.1372
All following results: T = 300 K, kT = 25.852 meV
Line weights: p=-2: 0.0099, p=0: 0.0421, p=2: 0.1004, p=4: 0.1372, p=6: 0.1146, p=8: 0.0626
Classical variance 2*S*hw*kT = 6980.0 meV^2
Shift of mean by factor E, absorption = 5.80 meV
Shift of mean by factor E^3, emission = 21.22 meV (estimate 21.82 meV)
Difference of means with these factors = 254.58 meV
M = 1 modes: no-change weight = 4.2127e-02, ratio to exp(-S(2N+1)) = 230.4310
M = 10 modes: no-change weight = 6.7285e-04, ratio to exp(-S(2N+1)) = 3.6804
M = 100 modes: no-change weight = 2.0915e-04, ratio to exp(-S(2N+1)) = 1.1440
M = 1000 modes: no-change weight = 1.8530e-04, ratio to exp(-S(2N+1)) = 1.0135
M = 10000 modes: no-change weight = 1.8307e-04, ratio to exp(-S(2N+1)) = 1.0013
Band half-width = 6.0 meV, sharp-line weight = 1.6900e-04
  after 1 periods (0.138 ps): |G|/weight = 1171.61571
  after 10 periods (1.379 ps): |G|/weight = 0.80473
  after 100 periods (13.786 ps): |G|/weight = 0.99290
  after 1000 periods (137.856 ps): |G|/weight = 0.99977
S = 4.5: broadened peak separation = 255.33 meV (estimate 255.95, 2*S*hw = 270.0)
  largest error of Gaussian / largest weight = 0.0441
S = 45.0: broadened peak separation = 2684.42 meV (estimate 2684.50, 2*S*hw = 2700.0)
  largest error of Gaussian / largest weight = 0.0132
OK
```
